# Why phosphorene is light along armchair and heavy along zigzag

**Question.** A monolayer of black phosphorus can be described by a tight-binding model with one orbital per atom and two hoppings, $t_1=-1.22$ eV within a zigzag chain and $t_2=3.665$ eV between chains. Its gap is said to come from two Dirac cones that have merged. In what sense is that true for a crystal that has no Dirac cones, and why does it make carriers light along the armchair direction and heavy along the zigzag direction? How large are the gap, the masses and their ratio?

**Answer.**

### The mechanism

Phosphorene is a puckered honeycomb. Its Hamiltonian in this model connects each atom to atoms of the other sublattice and to no others, so the band energies are $\pm|f(\mathbf k)|$ for a complex function $f$. A zero of $f$ from which $|f|$ grows linearly in every direction is a Dirac point, and the phase of $f$ winds around it. For weak $t_2$ there are two zeros on the zigzag axis with opposite windings. As $t_2$ grows they slide along that axis and collide, and beyond the collision there is a gap. Along the axis of collision $f$ is real and even in the wave vector, so its linear term vanishes at the collision point and the dispersion starts quadratically. Across that axis the linear term survives, and a linear term on top of a small gap gives a small mass. Phosphorene lies on the gapped side, so "merged cones" describes a path in the parameter $t_2$ that leads to it.

### Lattice and Bloch Hamiltonian

Energies are in eV and lengths in Å, which suit these hoppings; masses are in units of $m_e$. Let $x$ be the armchair direction with period $a$ and $y$ the zigzag direction with period $b$. The rectangular cell holds four atoms: $A=(0,0)$ and $B=(d_1,b/2)$ in the upper sublayer, $A'=(a/2,b/2)$ and $B'=(a/2+d_1,0)$ in the lower one. Atom $A$ has two neighbours $B$ at $(d_1,\pm b/2)$ with hopping $t_1=-\tau<0$, and one neighbour $B'$ at $(-d_2,0)$ with hopping $t_2>0$, where $d_1+d_2=a/2$. Atom $A'$ has the same surroundings with primed and unprimed labels exchanged.

The orbitals are taken as orthonormal with zero on-site energy, spin is a spectator, and the Bloch phases use the true atomic positions, so a bond of vector $\boldsymbol\delta$ contributes $t\,e^{i\mathbf k\cdot\boldsymbol\delta}$. With $C=\cos(k_yb/2)$, the two $t_1$ bonds add to $t_1e^{ik_xd_1}(e^{ik_yb/2}+e^{-ik_yb/2})$, and

$$H_{AB}=H_{A'B'}=g_1=2t_1C\,e^{ik_xd_1},\qquad H_{AB'}=H_{A'B}=g_2=t_2\,e^{-ik_xd_2}.$$

The exchange $A\leftrightarrow A'$, $B\leftrightarrow B'$, which is the glide that shifts by $(a/2,b/2)$ and swaps the sublayers, leaves these elements unchanged. Form $A_\pm=(A\pm A')/\sqrt2$ and $B_\pm=(B\pm B')/\sqrt2$. Then

$$\langle A_\pm|H|B_\pm\rangle=\tfrac12(g_1\pm g_2\pm g_2+g_1)=g_1\pm g_2\equiv f_\pm,\qquad \langle A_+|H|B_-\rangle=\tfrac12(g_1-g_2+g_2-g_1)=0,$$

and $\langle A_-|H|B_+\rangle=0$ in the same way. The $4\times4$ matrix splits into two blocks $\begin{pmatrix}0&f_\pm\\ f_\pm^*&0\end{pmatrix}$ with eigenvalues $+|f_\pm|$ and $-|f_\pm|$.

Reversing the sign of both orbitals in the lower sublayer leaves $t_1$ alone and sends $t_2\to-t_2$, which exchanges $f_+$ and $f_-$. The relative sign of the hoppings is therefore a phase convention, and the four-band spectrum depends on $|t_1|$ and $|t_2|$.

### The gap

Taking out the phase $e^{-ik_xd_2}$ and using $d_1+d_2=a/2$ gives, with $\theta=k_xa/2$,

$$f_\pm=\pm e^{-ik_xd_2}\left[t_2\mp2\tau C e^{i\theta}\right],\qquad |f_\pm|^2=t_2^2+4\tau^2C^2\mp4\tau t_2C\cos\theta .$$

In the zone $|k_x|\le\pi/a$, $|k_y|\le\pi/b$ both $C$ and $\cos\theta$ are non-negative. Hence $|f_-|\ge t_2>0$ and $|f_-|\ge|f_+|$, and the bands nearest zero energy are $\pm|f_+|$. Writing $\cos\theta=1-2\sin^2(\theta/2)$ completes the square:

$$E^2=|f_+|^2=(t_2-2\tau C)^2+8\tau t_2\,C\sin^2(k_xa/4).$$

Both terms are non-negative. Define $\Delta=t_2-2\tau=t_2+2t_1$ and suppose $\Delta>0$. Then $t_2-2\tau C\ge\Delta$ with equality at $C=1$ alone, that is at $k_y=0$, and there the second term vanishes at $k_x=0$ alone. The conduction minimum $+\Delta$ and the valence maximum $-\Delta$ both lie at $\Gamma$, and the gap is direct:

$$E_g=2\Delta=2t_2+4t_1 .$$

In a form free of the sign convention this reads $E_g=2(|t_2|-2|t_1|)$, valid for $|t_2|>2|t_1|$.

### The cones and their merging

For $t_2<2\tau$ the formula gives a negative number and has no meaning as a gap, because $E$ then has zeros. Both terms must vanish. The first requires $C=t_2/2\tau$, which is positive, so the second requires $k_x=0$. There are two zeros,

$$\mathbf k=(0,\pm k_D),\qquad\cos(k_Db/2)=\frac{t_2}{2\tau}.$$

Put $\mathbf k=(q_x,\pm k_D+q_y)$ and $\phi_D=k_Db/2$. To first order $C=\cos\phi_D\mp(b/2)\sin\phi_D\,q_y$ and $e^{i\theta}=1+iq_xa/2$, and with $2\tau\cos\phi_D=t_2$ the bracket becomes

$$t_2-2\tau Ce^{i\theta}\approx\pm\tau b\sin\phi_D\,q_y-i\,\frac{t_2a}{2}\,q_x=-i\left(\hbar v_xq_x\pm i\hbar v_yq_y\right).$$

Since $2\tau\sin\phi_D=\sqrt{4\tau^2-t_2^2}$, the velocities are

$$\hbar v_x=\frac{t_2a}{2},\qquad \hbar v_y=\frac b2\sqrt{4\tau^2-t_2^2}.$$

On a counterclockwise loop the phase $\chi$ of $f_+=|f_+|e^{i\chi}$ changes by $+2\pi$ around $+k_D$ and by $-2\pi$ around $-k_D$; the prefactor $e^{-ik_xd_2}$ returns to itself and adds nothing. The windings are $w=\pm1$. The lower eigenvector is $u=(1,-e^{-i\chi})/\sqrt2$, for which $i\langle u|du\rangle=\tfrac{i}{2}e^{i\chi}(-i\,d\chi)e^{-i\chi}=d\chi/2$, so the Berry phase is $\pi w$.

The winding on a loop where $f_+\ne0$ is an integer that depends continuously on $t_2$, so it is constant. A loop with $w\neq0$ must enclose a zero, because otherwise it could be shrunk to a point with the integer unchanged. A single cone therefore cannot open while the Hamiltonian keeps this off-diagonal form. A loop around both cones has total winding zero and forbids nothing, so the pair can vanish when the zeros meet. They meet at $k_D=0$, which is $t_2=2\tau$, or $\Delta=0$. There $v_y\to0$ while $\hbar v_x\to\tau a$.

The whole passage is contained in one expansion about $\Gamma$. With $C=1-b^2k_y^2/8+\dots$ the first term gives $t_2-2\tau C=\Delta+\beta k_y^2+\dots$, and $\sin^2(k_xa/4)\approx k_x^2a^2/16$ fixes the second:

$$E^2\approx(\Delta+\beta k_y^2)^2+(\hbar c\,k_x)^2,\qquad\beta=\frac{\tau b^2}{4},\qquad(\hbar c)^2=\frac{\tau t_2a^2}{2}.$$

The dropped terms are of fourth order in $k$, the same order as the kept $\beta^2k_y^4$, and this needs a reason. The next term of the cosine is $-\gamma k_y^4$ with $\gamma=2\tau(b/2)^4/24=\tau b^4/192$. It enters $E^2$ as $-2\Delta\gamma k_y^4$, and $2\Delta\gamma/\beta^2=\Delta/6\tau$, which vanishes at the merging. For the phosphorene hoppings it is $0.17$, so there the kept $k_y^4$ coefficient is only approximate. The other dropped terms are corrections of relative size $k_x^2a^2$ or $k_y^2b^2$ to $(\hbar ck_x)^2$. For small negative $\Delta$ the form has zeros at $k_y=\pm\sqrt{-\Delta/\beta}$. For $\Delta=0$ it gives $E=\tau a|k_x|$ and $E=\beta k_y^2$ on the axes. For $\Delta>0$ it has the gap $2\Delta$. The same parameter $\Delta$ sets the separation of the cones on one side and the gap on the other, and this is the content of the statement that the gap comes from merged cones.

### The masses

The two axes can be treated without approximation. At $k_x=0$ and $\Delta>0$,

$$E=t_2-2\tau\cos(k_yb/2),\qquad \partial_y^2E\big|_\Gamma=2\tau\,\frac{b^2}{4}=2\beta .$$

This is the cosine band of one zigzag chain, lifted rigidly by $t_2$. At $k_y=0$ the model is a chain with alternating hoppings $t_2$ and $2t_1$, with $E^2=\Delta^2+8\tau t_2\sin^2(k_xa/4)$. Then $E=\Delta+(\hbar ck_x)^2/2\Delta+\dots$ and $\partial_x^2E=(\hbar c)^2/\Delta$. No term $k_xk_y$ occurs, since $E^2$ is even in each component. With $m=\hbar^2/\partial^2E$,

$$m_x=\frac{2\hbar^2\Delta}{\tau t_2a^2},\qquad m_y=\frac{2\hbar^2}{\tau b^2},\qquad\frac{m_y}{m_x}=\frac{t_2}{\Delta}\left(\frac ab\right)^2 .$$

The armchair mass obeys $\Delta=m_xc^2$ and vanishes with the gap, while the zigzag mass does not depend on $t_2$. Because the valence band is $-E$, holes have the same masses as electrons in this model.

The two factors of the ratio have different origins, as the limit $t_2\gg\tau$ shows. To first order in $\tau/t_2$ the modulus is $|f_+|\approx t_2-2\tau C\cos\theta$, a band of $t_2$ dimers hopping with amplitude $t_1/2$ to four neighbours at $(\pm a/2,\pm b/2)$. Its curvatures are $\tau a^2/2$ and $\tau b^2/2$, with ratio $(a/b)^2$. That factor is geometry and is present far from any merging. The factor $t_2/\Delta$ is the trace of the merging, and it diverges there.

### Why the linear term survives in one direction

Perturbation theory at $\Gamma$ shows which virtual transition makes the armchair mass small. Expanding $H(k)=H+kH'+\tfrac12k^2H''$ along one axis, second order gives

$$E''=\langle c|H''|c\rangle+2\sum_{n\ne c}\frac{|\langle c|H'|n\rangle|^2}{E_c-E_n}.$$

The splitting into blocks holds at every $\mathbf k$, so $H'$ does not connect the $+$ block to the $-$ block and the valence top is the one state in the sum. Since $f_+(0)=\Delta>0$, the states are $|c\rangle=(1,1)/\sqrt2$ and $|v\rangle=(1,-1)/\sqrt2$, with $E_c-E_v=2\Delta$. Then $\langle c|H''|c\rangle=\tfrac12(f''+f''^*)=\mathrm{Re}f''$ and $\langle c|H'|v\rangle=\tfrac12(-f'+f'^*)=-i\,\mathrm{Im}f'$, so

$$E''=\mathrm{Re}f''+\frac{(\mathrm{Im}f')^2}{\Delta}.$$

Along $x$, differentiating $f_+=-2\tau e^{ik_xd_1}+t_2e^{-ik_xd_2}$ gives $f'=-i(2\tau d_1+t_2d_2)$ and $f''=2\tau d_1^2-t_2d_2^2$. To add the two parts, multiply the direct one by $\Delta=t_2-2\tau$:

$$(2\tau d_1^2-t_2d_2^2)(t_2-2\tau)=2\tau t_2d_1^2-4\tau^2d_1^2-t_2^2d_2^2+2\tau t_2d_2^2 .$$

Adding $(2\tau d_1+t_2d_2)^2=4\tau^2d_1^2+4\tau t_2d_1d_2+t_2^2d_2^2$ leaves $2\tau t_2(d_1+d_2)^2=\tau t_2a^2/2$, so $E''=(\hbar c)^2/\Delta$ again. The split between the parts depends on $d_1$, and the sum does not. The signs matter in the glide-even block: in $f(0)$ the bonds $t_2$ and $2t_1$ partly cancel, which makes the gap small, while in $f'$ they point in opposite directions along $x$, so the same opposite signs make them add.

Along $y$, the mirror $y\to-y$ maps each atom onto an atom of the same label, so $H(k_x,-k_y)=H(k_x,k_y)$ and $\partial H/\partial k_y=0$ at $\Gamma$. No term with $1/\Delta$ exists, and the direct term $2\beta$ is the whole curvature. On the Dirac side the cones form a pair at $\pm\mathbf k$ because the hoppings are real, and the mirror keeps this pair on the zigzag axis. In a basis with more orbitals the mirror forbids this matrix element between states of equal parity and leaves coupling to states of opposite parity, which this model lacks.

Breaking the mirror shows what it controls. Give the two chain bonds from each $A$ atom the values $t_1(1+\varepsilon)$ for $\delta_y>0$ and $t_1(1-\varepsilon)$ for $\delta_y<0$. With $\phi=k_yb/2$,

$$f_+(0,k_y)=t_2-\tau(1+\varepsilon)e^{i\phi}-\tau(1-\varepsilon)e^{-i\phi}=t_2-2\tau\cos\phi-2i\tau\varepsilon\sin\phi .$$

The value $\Delta$ and $\mathrm{Re}f''=2\beta$ are unchanged, but $f'=-i\tau\varepsilon b$, and the zigzag curvature becomes $2\beta+\varepsilon^2\tau^2b^2/\Delta$. A mixed term appears as well,
$$\partial_x\partial_yE\big|_\Gamma=\tau\varepsilon bd_1+\frac{(2\tau d_1+t_2d_2)\,\tau\varepsilon b}{\Delta},$$
so $x$ and $y$ are no longer the principal axes of the mass. Because the hoppings are real, $f_+(-\mathbf k)=f_+(\mathbf k)^*$, and the gradient of $f_+$ at $\Gamma$ is $i\mathbf g$ with a real vector $\mathbf g$. Along a unit vector $\mathbf n$ the interband term is $(\mathbf n\cdot\mathbf g)^2/\Delta$, which vanishes for $\mathbf n\perp\mathbf g$. One direction therefore escapes the $1/\Delta$ term even without the mirror. What the mirror does is to hold $\mathbf g$ along the armchair axis.

### The numbers

The geometry is taken at rough two-figure values for phosphorene, $a\approx4.4$ Å, $b\approx3.3$ Å, $d_1\approx1.5$ Å, $d_2\approx0.7$ Å. Rounding in $a$ and $b$ alone moves each mass by 2 to 3 per cent and the ratio between about 5.0 and 5.6, and a longer armchair period $a=4.6$ Å would give $m_x=0.197\,m_e$ and a ratio of 5.8. Extra digits below serve to trace the arithmetic. The numerical output after this text comes from a Hamiltonian assembled from atomic coordinates; the gap, curvatures, velocities, windings and perturbation sums obtained from it were tested against the formulas above.

The merging lies at $2\tau=2.44$ eV, and $t_2/\tau=3.00$ is beyond it. Then $\Delta=3.665-2.44=1.225$ eV and $E_g=2.45$ eV $=0.0900$ hartree. The coefficients are

$$\beta=\frac{1.22\times3.3^2}{4}=3.321\ \text{eV Å}^2,\qquad(\hbar c)^2=\frac{1.22\times3.665\times4.4^2}{2}=43.28\ \text{eV}^2\text{Å}^2,$$

so $\hbar c=6.58$ eV Å, or $c\approx1.0\times10^6$ m/s. The curvatures are $43.28/1.225=35.33$ and $2\times3.321=6.643$ eV Å$^2$. With $\hbar^2/m_e=7.620$ eV Å$^2$,

$$m_x=\frac{7.620}{35.33}=0.216\,m_e,\qquad m_y=\frac{7.620}{6.643}=1.147\,m_e,\qquad\frac{m_y}{m_x}=2.992\times1.778=5.32 .$$

The merging factor is about 3 and the geometric factor about 1.8. In the perturbation sum, $2\tau d_1+t_2d_2=6.2255$ eV Å gives the interband part $6.2255^2/1.225=31.64$ eV Å$^2$, beside a direct part of $3.69$ eV Å$^2$. With this geometry the armchair direct term is smaller than the zigzag curvature of $6.64$ eV Å$^2$, so the armchair direction is the light one through the interband term. The size of that term alone does not measure the merging: at $t_2=1000$ eV it is $496$ eV Å$^2$ and is almost cancelled by a direct part of $-485$ eV Å$^2$. The measure is the factor $t_2/\Delta$ in the sum. A mirror-breaking $\varepsilon=0.3$, a round model value, adds $0.3^2\times1.22^2\times3.3^2/1.225=1.19$ eV Å$^2$ to the zigzag curvature, so that $\hbar^2/\partial_y^2E$ falls to $0.97\,m_e$. This is not a principal mass, because the mixed derivative is $7.95$ eV Å$^2$. Diagonalizing the curvature matrix gives principal masses of $0.20$ and $1.34\,m_e$, with the light axis turned by $15^\circ$ from armchair: the heavy mass has risen.

Varying $t_2$ at fixed $t_1$ and geometry traces the approach from the Dirac side:

| $t_2$ (eV) | $k_D$ (Å$^{-1}$) | $\hbar v_x$ (eV Å) | $\hbar v_y$ (eV Å) |
|---|---|---|---|
| 1.22 | 0.635 | 2.68 | 3.49 |
| 2.00 | 0.370 | 4.40 | 2.31 |
| 2.40 | 0.110 | 5.28 | 0.73 |
| 2.43 | 0.0549 | 5.35 | 0.36 |

The first row has the opposite anisotropy: at $t_2=\tau$ the ratio is $v_x/v_y=a/(\sqrt3\,b)$, which is below one for this cell, and the zigzag direction is the faster. The order reverses as the cones approach, and $\hbar v_x$ tends to $\tau a=5.37$ eV Å. At $t_2=2.43$ eV the estimate $\sqrt{-\Delta/\beta}=0.05487$ Å$^{-1}$ compares with the root $0.05489$ Å$^{-1}$. A count of phase vortices over the zone finds two at $t_2=1.22$ and $2.0$ eV and none at $2.6$ and $3.665$ eV. On the gapped side $m_y$ stays at $1.147\,m_e$ while $m_x$ runs through $0.0155$, $0.120$, $0.216$ and $0.383\,m_e$ for $t_2=2.5$, $3.0$, $3.665$ and $6.0$ eV. The ratio falls from 74 through 9.5 and 5.3 to 3.0, and at $t_2=1000$ eV it is $1.782$, near the dimer limit $1.778$.

### Where the result stops holding

The armchair mass describes a limited range of $k_x$. Expanding the root and $\sin^2u=u^2(1-u^2/3+\dots)$, $u=k_xa/4$, one order further gives $E-\Delta=\frac{(\hbar ck_x)^2}{2\Delta}\left[1-\frac{(\hbar ck_x)^2}{4\Delta^2}-\frac{k_x^2a^2}{48}+\dots\right]$. The first correction is the larger one here, so the parabola needs $k_x\ll\Delta/\hbar c=1.225/6.58\approx0.19$ Å$^{-1}$. At $k_x=0.1$ Å$^{-1}$ the first correction is $0.4328/(4\times1.225^2)\approx0.07$ and the second is $0.1^2\times4.4^2/48\approx0.004$. The parabola gives $0.1767$ eV against the model's $0.1649$ eV, too high by 7% of the latter, while the hyperbolic small-$k$ form gives $0.1655$ eV. At $k_y=0.1$ Å$^{-1}$ the parabola gives $0.0332$ eV against $0.0331$ eV, because on the line $k_x=0$ the scale is $1/b$ and does not shrink with the gap. Off that line it does shrink: the armchair mass at finite $k_y$ is larger by the factor $(t_2-2\tau C)/(\Delta C)\approx1+\beta k_y^2/\Delta+b^2k_y^2/8$, which at $k_y=0.1$ Å$^{-1}$ is $1.04$ for $t_2=3.665$ eV and $1.57$ for $t_2=2.5$ eV. The two-mass parabola therefore also needs $k_y\ll\sqrt{\Delta/\beta}$, which is $0.61$ Å$^{-1}$ here.

The equality of electron and hole masses is in general lost when a hopping joins atoms of the same sublattice. Let $t'$ connect $A$ to its four $A'$ neighbours at $(\pm a/2,\pm b/2)$, and $B$ to $B'$ likewise. The four phases add to $H_{AA'}=H_{BB'}=4t'C\cos\theta$, and in the $+$ block $\langle A_+|H|A_+\rangle=\tfrac12(H_{AA'}+H_{A'A})$ takes this same value, as does the $B_+$ element. The term is a multiple of the unit matrix, so the bands are $4t'C\cos\theta\pm|f_+|$. The separation at $\Gamma$ remains $2\Delta$ and the zeros of $f_+$ do not move. The added curvatures are $4t'(-a^2/4)=-t'a^2$ and $-t'b^2$. They add to the conduction curvature and, since a hole mass is $-\hbar^2/E_v''$, they are subtracted for holes. For $t'=-0.1$ eV, a rough one-figure size for such a hopping, the shifts are $1.936$ and $1.089$ eV Å$^2$. Along zigzag the electron mass is $7.620/(6.643+1.089)=0.99\,m_e$ and the hole mass $7.620/(6.643-1.089)=1.37\,m_e$. Along armchair the masses are $0.20$ and $0.23\,m_e$. The small zigzag curvature is the more sensitive, and the hole value $\tau b^2/2+t'b^2$ would vanish at $t'=-\tau/2$.

Further hoppings between opposite sublattices add to $f_+(0)$ and, unless their contributions cancel there, change $\Delta$ itself. The commonly quoted fuller set adds $t_3=-0.205$ eV from $A$ to $B$ at $(d_1-a,\pm b/2)$, $t_5=-0.055$ eV from $A$ to $B'$ at $(a-d_2,0)$, and $t'=-0.105$ eV. With the same geometry the gap falls to $2(\Delta+2t_3+t_5)=1.52$ eV, the electron masses become $0.165$ and $0.86\,m_e$ and the hole masses $0.18$ and $1.15\,m_e$, with ratios of about $5.2$ and $6.4$. The gap of 2.45 eV, the masses and their ratio of 5.3 belong to the truncated model and are not predictions for the material; the model also leaves out the other phosphorus orbitals, spin-orbit coupling and the electron-hole attraction. Extra hoppings that respect the mirror keep $H$ even in $k_y$, so within a one-orbital model they alter the numbers while $\partial H/\partial k_y$ still vanishes at $\Gamma$ and the $1/\Delta$ enhancement remains confined to the armchair direction.

## Table of computed values

```
t1 = -1.22 eV, t2 = 3.665 eV, t2/tau = 3.0041, merging at t2 = 2.440 eV
a = 4.4 A, b = 3.3 A, d1 = 1.5 A, d2 = 0.7 A, height = 2.1 A (rough)
hbar^2/m_e = 7.6200 eV A^2
Gamma levels = -6.1050, -1.2250, 1.2250, 6.1050 eV
D = 1.2250 eV, gap = 2.4500 eV = 0.09004 hartree
beta = 3.3214 eV A^2, (hbar c)^2 = 43.282 eV^2 A^2
hbar c = 6.5789 eV A, c = 9.995e+05 m/s
curvature x = 35.332 eV A^2, curvature y = 6.643 eV A^2
m_x = 0.2157 m_e, m_y = 1.1471 m_e, m_y/m_x = 5.319
t2/D = 2.9918, (a/b)^2 = 1.7778
k.p x: direct 3.694, interband 31.638 eV A^2
k.p y: direct 6.643, interband 0.000 eV A^2
interband velocity element x: 2 tau d1 + t2 d2 = 6.2255 eV A
E - D at kx = 0.1 1/A: exact 0.1649, parabola 0.1767, small-k 0.1655 eV
E - D at ky = 0.1 1/A: exact 0.0331, parabola 0.0332, small-k 0.0332 eV
Dirac side: t2 (eV), kD (1/A), hbar vx, hbar vy (eV A), windings, Berry phase/pi
  1.220  0.63467  2.6840  3.4866  +1 -1  1.000
  2.000  0.36967  4.4000  2.3062  +1 -1  1.000
  2.400  0.10989  5.2800  0.7260  +1 -1  1.000
  2.430  0.05489  5.3460  0.3641  +1 -1  1.000
sqrt(-D/beta) at t2 = 2.43 eV: 0.05487 1/A
zeros in zone for t2 = 1.22, 2.0, 2.6, 3.665 eV: [2, 2, 0, 0]
merging: exponent x 1.0000, exponent y 2.0000, hbar vx = 5.3680 eV A
gapped side: t2 (eV), gap (eV), m_x, m_y (m_e), m_y/m_x
  2.500  0.120  0.0155  1.1471  74.074
  3.000  1.120  0.1204  1.1471  9.524
  3.665  2.450  0.2157  1.1471  5.319
  6.000  7.120  0.3828  1.1471  2.996
  1000.000  1995.120  0.6437  1.1471  1.782
mirror broken, eps = 0.3: curvature y = 7.834 eV A^2, extra = 1.191 eV A^2, m_y = 0.9727 m_e
tp = -0.1 eV: gap = 2.4500 eV, shifts -tp a^2 = 1.936, -tp b^2 = 1.089 eV A^2
  electron m_x = 0.2045, m_y = 0.9855 m_e
  hole m_x = 0.2282, m_y = 1.3720 m_e
```
